\section*{Log-derivative propagation of a two-channel electron-scattering model across its threshold}

\section{A unitary answer that is wrong}

Let an electron of 12 eV strike a hydrogen atom, and keep two target states, 1s and 2s. If the radial equations are propagated to 20 angstrom in sectors 0.8 angstrom wide by the scheme derived below, the $2\times2$ scattering matrix $S$ is symmetric and conserves flux with defects no larger than $3\times10^{-15}$. Yet its worst element is wrong by 0.15, where no element can exceed 1 in modulus. Two identities of scattering theory are obeyed to rounding by a result with errors in the first decimal. The explanation lies in what the scheme was built to preserve, and it decides which checks can certify a calculation.

\section{The equations to be solved}

Atomic units are used in the algebra. The nucleus is fixed, the total angular momentum is $L=0$, and exchange between the projectile and the bound electron is left out at first. Write the wave function as $\sum_j\phi_j(\mathbf r_1)u_j(r_2)/r_2$, with $\phi_1,\phi_2$ the 1s and 2s orbitals. Projection on $\phi_i$ gives
\begin{equation}
-\tfrac12u_i''+\sum_jV_{ij}u_j=\tfrac12k_i^2u_i,\qquad
V_{ij}(r)=-\frac{\delta_{ij}}r+\int_0^\infty\!\frac{P_i(s)P_j(s)}{\max(r,s)}\,ds .
\end{equation}
Here $P_1=2re^{-r}$ and $P_2=r(1-r/2)e^{-r/2}/\sqrt2$ are the radial orbitals. The energies obey $k_1^2/2=k_2^2/2+3/8$, so the threshold is 10.204 eV.

Since $\int_0^\infty P_iP_jds=\delta_{ij}$, the part of the integral with $s<r$ equals $(\delta_{ij}-\int_r^\infty P_iP_jds)/r$, and the nuclear term cancels:
\begin{equation}
rV_{ij}=-\int_r^\infty P_iP_j\Big(1-\frac rs\Big)ds,\qquad (rV_{ij})''=-\frac{P_iP_j}{r}.
\end{equation}
In the first derivative the boundary term vanishes because the bracket is zero at $s=r$. Two integrations inward from infinity then suffice. For 1s, $\int_r^\infty4se^{-2s}ds=(2r+1)e^{-2r}$, and a second integration gives $rV_{11}=-(r+1)e^{-2r}$. For the coupling, the first integral of $\sqrt2(s-s^2/2)e^{-3s/2}$ is $\sqrt2(-r^2/3+2r/9+4/27)e^{-3r/2}$, and the second is $-\sqrt2(2r^2/9+4r/27)e^{-3r/2}$. For 2s, the first integral of $\frac12(s-s^2+s^3/4)e^{-s}$ is $\frac18(r^3-r^2+2r+2)e^{-r}$, and the second is $(r^3/8+r^2/4+3r/4+1)e^{-r}$. Hence
\begin{align}
V_{11}&=-(1+1/r)e^{-2r},\qquad V_{12}=\tfrac{2\sqrt2}{27}(2+3r)e^{-3r/2},\\
V_{22}&=-\big(1/r+3/4+r/4+r^2/8\big)e^{-r}.
\end{align}
All are short-ranged. With two independent regular solutions as the columns of a matrix $u$, the problem is
\begin{equation}
u''=Wu,\qquad W=2V-\mathrm{diag}(k_1^2,k_2^2),\qquad u(0)=0 .
\end{equation}

\section{What goes wrong with direct integration}

The obvious procedure is to step $u$ and $u'$ outward with the classical fourth-order Runge--Kutta rule. For two solution vectors $v,w$, the Wronskian $v^Tw'-v'^Tw$ has derivative $v^TWw-v^TWw=0$ because $W$ is symmetric, and it vanishes at the origin. This makes $S$ symmetric. Runge--Kutta does not respect it. In a free channel a step $s$ multiplies $e^{ikr}$ by
\begin{equation}
g=1+i\theta-\tfrac12\theta^2-\tfrac i6\theta^3+\tfrac1{24}\theta^4,\quad
|g|^2=1-\tfrac{\theta^6}{72}+\tfrac{\theta^8}{576},\quad \theta=ks,
\end{equation}
so each channel's share of the Wronskian shrinks at its own rate, and shares that should cancel no longer do. At 12 eV, $k_1=1.775$ and $k_2=0.687$ per angstrom. With $s=0.2$ angstrom, $\theta_1=0.355$ and $\theta_1^6/72=2.8\times10^{-5}$, which is $2.8\times10^{-3}$ over 100 steps; channel 2 loses far less. A run with this step, started at the end of the first sector from the log-derivative found below, gives a symmetry defect $\max|S-S^T|$ of $1.3\times10^{-3}$ and a flux defect $\max|S^\dagger S-1|$ of $1.1\times10^{-3}$, the order estimated.

The asymptotic $S$ needs $u$ only through $Y=u'u^{-1}$, since replacing $u$ by $uC$ leaves $Y$ unchanged. Differentiation gives
\begin{equation}
Y'=u''u^{-1}-u'u^{-1}u'u^{-1}=W-Y^2 .
\end{equation}
This removes the arbitrary growth of the solutions, but direct integration of it meets another obstacle. In a free channel $Y=k\cot kr$, which has a pole at every node of the wave. The scheme derived next carries $Y$ across whole sectors without stepping through its differential equation, and keeps it symmetric.

\section{A sector formula for the log-derivative}

Take a sector $[a,b]$ of width $2h$ with midpoint $c$, and the functions $\varphi_b=(r-a)/2h$ and $\varphi_a=(b-r)/2h$. Integration by parts gives $\int\varphi_bu''dr=u_b'-(u_b-u_a)/2h$ and $\int\varphi_au''dr=-u_a'+(u_b-u_a)/2h$. With $u''=Wu$,
\begin{align}
u_b'&=\frac{u_b-u_a}{2h}+\int_a^b\varphi_bWu\,dr,\\
u_a'&=\frac{u_b-u_a}{2h}-\int_a^b\varphi_aWu\,dr .
\end{align}
These are identities. Simpson's rule, with $\varphi=1/2$ at the midpoint, replaces the integrals by $\frac h3(2W_cu_c+W_bu_b)$ and $\frac h3(W_au_a+2W_cu_c)$. The midpoint value follows from the Taylor sum $u_a+u_b=2u_c+h^2u_c''+h^4u_c''''/12+\dots$. Dropping the last term and using $u_c''=W_cu_c$,
\begin{equation}
u_c=(1+\tfrac12h^2W_c)^{-1}\tfrac12(u_a+u_b),\qquad 2W_cu_c=M(u_a+u_b),
\end{equation}
where $M=W_c(1+\frac12h^2W_c)^{-1}$. Now collect the coefficients of $u_a$ and $u_b$:
\begin{align}
u_a'&=Bu_b-A_au_a,\qquad u_b'=A_bu_b-Bu_a,\\
B&=\frac1{2h}-\frac h3M,\qquad A_{a,b}=\frac1{2h}+\frac h3(M+W_{a,b}).
\end{align}
Insert $u_a'=Y_au_a$ in the first relation, so that $u_a=(Y_a+A_a)^{-1}Bu_b$. The second then gives
\begin{equation}
Y_b=A_b-B(Y_a+A_a)^{-1}B .\label{prop}
\end{equation}
At the origin $u_a=0$. The integrand $\varphi_bWu=\varphi_bu''$ also vanishes there, because $u''$ stays finite although $W\sim-2/r$. The first sector therefore gives $Y_b=A_b$, and the Coulomb singularity is never evaluated.

\paragraph{Poles.} A pole of $Y$ inside a sector has no effect on (\ref{prop}); a node close to a sector boundary gives $Y_a$ one very large eigenvalue, and the inverse in (\ref{prop}) a correspondingly small one. The formula fails if $1+\frac12h^2W_c$ or $Y_a+A_a$ is singular, and loses digits close to that. As a test, the constant matrix $W$ with diagonal $(-1,0.3)$ and off-diagonal 0.4, in atomic units, was propagated to $r=10$ in 400 sectors. The solution, known by diagonalizing $W$, has three poles on the way; the largest error in the final $Y$ is $1.7\times10^{-9}$.

\paragraph{Order.} Simpson's error is $-h^5f''''/90$. With $f=\varphi_bu''$, its leading part comes from $4\varphi_b'u^{(5)}=2u^{(5)}/h$, so the formula for $u_b'$ is too large by $h^4u^{(5)}/45$. In $u_a'$ both the slope of $\varphi$ and the sign of the integral are reversed, and the excess is the same. Adjacent sectors thus agree on the shifted derivative at their common boundary, up to $O(h^5)$. The omitted Taylor term enters as $hW_ch^4$, also $O(h^5)$ at fixed $r$. Near the nucleus $W_c$ grows as $1/r$, but there an error $\delta u'$ changes the later $Y$ only through $u^T\delta u'$, because $u^T\delta Y\,u$ is constant along the propagation, and the factor $u\propto r$ compensates. Summed over a number of sectors proportional to $1/h$, the error is $O(h^4)$.

\section{From $Y$ to $S$}

Beyond $R$ the potentials are neglected. With both channels open and $k=\mathrm{diag}(k_1,k_2)$, let each column contain one incoming wave of unit flux:
\begin{equation}
u=k^{-1/2}\big(e^{-ikr}-e^{ikr}S\big).
\end{equation}
The condition $u'=Yu$ at $R$ reads $(Y+ik)k^{-1/2}e^{-ikR}=(Y-ik)k^{-1/2}e^{ikR}S$. Writing $Y+ik=(Y-ik)+2ik$ and solving for $S$,
\begin{equation}
S=e^{-ikR}\Big[1+2ik^{1/2}(Y-ik)^{-1}k^{1/2}\Big]e^{-ikR}.\label{smat}
\end{equation}
If $Y$ is symmetric, so is $S$. With $Z=k^{-1/2}Yk^{-1/2}$ the bracket equals $(Z+i)(Z-i)^{-1}$. For real symmetric $Z$ with eigenvalues $z$, its eigenvalues $(z+i)/(z-i)$ have modulus one, so $S$ is unitary.

This explains the opening result. $M$ is a function of the single symmetric matrix $W_c$ and is symmetric; so are $A_{a,b}$ and $B$. By (\ref{prop}) $Y$ then remains real and symmetric at any step for which the inverses exist. Symmetry and flux conservation follow from the structure of the scheme, and a poor $Y$ gives a perfectly unitary, poor $S$.

The two checks still detect faults that break the structure. When $V_{12}$ is raised by 1\% in the first equation but not in the second, the symmetry defect at 12 eV is $4.8\times10^{-3}$ and the flux defect $4.2\times10^{-3}$. The same change made in both equations would pass, because the altered $W$ is again symmetric.

\section{Convergence has to be measured}

The largest error of any element of $S$, relative to a run with 3200 sectors, is as follows. Energies are measured from threshold; below it $S$ has one element.
\begin{center}
\begin{tabular}{cccc}
sector (angstrom) & $-0.001$ eV & $+0.001$ eV & $+1.796$ eV\\
0.8 & 0.23 & 0.23 & 0.15\\
0.2 & $1.8\times10^{-3}$ & $1.8\times10^{-3}$ & $1.5\times10^{-3}$\\
0.05 & $7.1\times10^{-6}$ & $6.9\times10^{-6}$ & $5.6\times10^{-6}$\\
0.025 & $4.4\times10^{-7}$ & $4.3\times10^{-7}$ & $3.5\times10^{-7}$
\end{tabular}
\end{center}
The last halving reduces the errors by a factor of 16, an observed order of 4.01 in all three columns. The opening of a channel does not disturb the convergence, because $W$, and with it $Y$, depends smoothly on energy there. The non-analytic dependence enters through $k_2$ in the matching, where it is treated without a step error.

Agreement of a scheme with its own finer run does not exclude a common fault. An adaptive eighth-order integration of $u''=Wu$, matched to waves at two radii without using $Y$, differs from a run with 1600 sectors by $2.8\times10^{-8}$ at 0.1 eV below threshold and by $2.2\times10^{-8}$ at 12 eV.

The matching radius is a separate parameter. At a fixed sector width of 0.025 angstrom, stopping at 5 instead of 20 angstrom changes $|S_{12}|^2$ by 8\% at 0.001 eV above threshold, but by 0.45\% at 12 eV. At 10 angstrom the changes are $3\times10^{-5}$ and $10^{-6}$. A radius chosen at high energy can thus be too small near threshold, and unitarity gives no warning of this either.

\section{Matching through the threshold}

Below threshold $k_2=i\kappa$, and channel 2 must decay as $e^{-\kappa r}$. Its row of $u'=Yu$ is $-\kappa u_2=Y_{12}u_1+Y_{22}u_2$, so $u_2=-Y_{12}u_1/(Y_{22}+\kappa)$. Inserting this in the first row gives $u_1'=yu_1$ with
\begin{equation}
y=Y_{11}-\frac{Y_{12}^2}{Y_{22}+\kappa},\qquad S_{11}=e^{-2ik_1R}\,\frac{y+ik_1}{y-ik_1}.\label{closed}
\end{equation}
Above threshold, with an incoming wave in channel 1 alone, channel 2 is purely outgoing. The same elimination holds with $\kappa$ replaced by $-ik_2$, and $S_{11}$ is continuous. The off-diagonal element of (\ref{smat}) gives
\begin{equation}
|S_{12}|^2=\frac{4k_1k_2Y_{12}^2}{|D|^2},\qquad D=(Y_{11}-ik_1)(Y_{22}-ik_2)-Y_{12}^2 .
\end{equation}
Let $y_0=Y_{11}-Y_{12}^2/Y_{22}$ at threshold, and choose $R$ so that $Y_{22}\ne0$ there. This only permits the division: the threshold value of $D$, $Y_{11}Y_{22}-Y_{12}^2-ik_1Y_{22}$, vanishes only if $Y_{12}$ and $Y_{22}$ are both zero, a case excluded here. Since $D\to Y_{22}(y_0-ik_1)$,
\begin{equation}
|S_{12}|^2\to bk_2,\qquad b=\frac{4k_1Y_{12}^2}{Y_{22}^2(y_0^2+k_1^2)} .
\end{equation}
The same length $b$ governs elastic scattering. To first order in $k_2$, $1/(Y_{22}-ik_2)=1/Y_{22}+ik_2/Y_{22}^2$, so $\Delta y=-ik_2Y_{12}^2/Y_{22}^2$. From (\ref{closed}), $d\ln S_{11}/dy=-2ik_1/(y^2+k_1^2)$. The product is $\Delta\ln S_{11}=-bk_2/2$. Changes of $Y$ and $k_1$ with energy are of order $k_2^2$ and do not compete. Setting $k_2=i\kappa$ and $S_{11}=e^{2i\delta}$ on the closed side,
\begin{equation}
S_{11}\simeq S_0\big(1-\tfrac12bk_2\big)\ \text{above},\qquad \delta\simeq\delta_0-\tfrac14b\kappa\ \text{below}.
\end{equation}
Just above threshold the modulus falls at fixed phase; just below, the phase moves at fixed modulus. Both have infinite slope in energy. This relation between the two sides can fail in a calculation even when $S$ is unitary at each energy, for instance through a wrong closed-channel condition. At $10^{-8}$ eV from threshold, the excitation probability, the elastic loss and the closed-side phase give $b=4.353$, 4.353 and 4.352 angstrom.

The elastic cross section $\sigma_{11}=\pi|1-S_{11}|^2/k_1^2$ inherits the cusp. Above threshold $|1-S_{11}|^2$ changes by $-2bk_2\sin^2\delta_0$; below, where it equals $4\sin^2\delta$, by $-b\kappa\sin2\delta_0$. Here $\delta_0=1.076$, both changes are negative, and threshold is a local maximum: $\sigma_{11}$ is 3.57, 3.63 and 3.50 square angstrom at $-0.001$, 0 and $+0.001$ eV.

The linear law has a narrow range. Using $Y_{11}-ik_1=y_0-ik_1+Y_{12}^2/Y_{22}$, the real part of $D/D_0$ is $1+bk_2/4$ to first order, where $D_0$ is the threshold value, and the imaginary part affects $|D|^2$ only in second order. Hence
\begin{equation}
|S_{12}|^2=bk_2\big(1-\tfrac12bk_2+O(k_2^2)\big).
\end{equation}
At 0.001 eV, $k_2=0.687\sqrt{0.001/1.796}=0.0162$ per angstrom and $bk_2=0.071$. The bracket is then 0.965 to first order, against a computed 0.959. The ratio $|S_{12}|^2/bk_2$ falls to 0.84 at 0.01 eV and 0.47 at 0.1 eV.

\section{The result at 12 eV and the real atom}

At 12 eV the converged $|S_{12}|^2$ is 0.2295. With $\pi/k_1^2=0.997$ square angstrom, the $L=0$ cross section for 1s to 2s is
\begin{equation}
\sigma_{12}=\frac{\pi}{k_1^2}|S_{12}|^2=0.229\ \text{square angstrom}=2.29\times10^{-17}\ \mathrm{cm^2}.
\end{equation}
Symmetry of $S$ implies $k_1^2\sigma_{12}=k_2^2\sigma_{21}$, so the reverse process at the same total energy has $\sigma_{21}=1.53$ square angstrom.

Atomic hydrogen occurs in hydrogen processing plasmas, where electron temperatures are roughly a few eV and 12 eV electrons belong to the tail of the distribution. For such an atom the numerical error is negligible beside the physics left out. Exchange was sized by antisymmetrizing the two-state wave function, $\phi_j(1)F_j(2)\pm\phi_j(2)F_j(1)$, and solving the resulting integro-differential equations by finite differences on 800 intervals. With the exchange terms removed, this reproduces $S$ within 0.002. With them, $\sigma_{12}$ is 0.186 for the singlet (this mesh gives 0.1865, about $10^{-4}$ above the converged value) and about 0.001 for the triplet. The spin average, with weights 1/4 and 3/4, is 0.047 square angstrom, nearly five times below the model's value.

Partial waves above $L=0$ matter as well. In the two-state model without exchange, $L=1$ contributes 0.342 square angstrom, more than $L=0$, and the sum through $L=6$ is 0.575.

The third omission is the 2p state, degenerate with 2s in the nonrelativistic atom. Adding it for $L=0$, without exchange, changes $\sigma_{12}$ at 12 eV to 0.172 square angstrom and opens 1s to 2p with 0.118. At threshold it changes the law itself. The 2s--2p dipole coupling falls as $1/r^2$. In $W$ it joins the centrifugal term as $\Lambda/r^2$, where $\Lambda$ has diagonal $(0,2)$ and off-diagonal elements of magnitude 6. Its lower eigenvalue is $1-\sqrt{37}=-5.08$. The zero-energy solutions $r^p$ of $u''=-5.08\,u/r^2$ need $p(p-1)=-5.08$, so $p=\frac12\pm2.20i$. They oscillate in $\ln r$ out to the region where the free wave takes over, so the constant or linear outer solution behind the $k_2$ law is absent. The computed total $n=2$ probability is 0.320 at both 0.01 and 0.04 eV above threshold, where the two-state model gives 0.187 and 0.289. The square-root onset in energy is thus a property of short-range s-wave channels, and not of hydrogen with degenerate 2s and 2p. States with $n\ge3$ and the continuum are missing from all these figures, and their effect was not computed. The $n=3$ threshold lies at 12.09 eV, only 0.09 eV above the collision energy used here, a range where closed-channel resonances can change cross sections sharply.
